# Extrapolating simulated thermal conductivity to infinite length

**Question**

In a molecular dynamics simulation of heat flow, a sample of length \(L\) lies between a hot and a cold reservoir. The steady heat flux \(q\), in watts per square metre, is recorded, and the conductivity is defined by

\[
k(L)=\frac{qL}{\Delta T},\qquad \Delta T=T_h-T_c ,
\]

where \(T_h\) and \(T_c\) are the reservoir temperatures. Two runs on the same material at the same mean temperature give

- \(k_1=50\) W/mK at \(L_1=100\) nm,
- \(k_2=75\) W/mK at \(L_2=200\) nm.

The data are round model inputs, not the results of a particular simulation. Unless a part says otherwise, assume that inverse conductivity is linear in inverse length:

\[
\frac1{k(L)}=\frac1K+\frac sL ,
\]

with \(K\) and \(s\) independent of \(L\).

## Part (a): the long-sample limit

**Find \(K\) and \(s\), first in symbols and then in numbers. Does \(K\) change if every length is quoted as half its value?**

**Answer.** As \(L\to\infty\) the term \(s/L\) vanishes, so \(K\) is the conductivity of an endlessly long sample. Multiply the law by \(L\) at each of the two lengths:

\[
\frac{L_1}{k_1}=\frac{L_1}{K}+s,\qquad
\frac{L_2}{k_2}=\frac{L_2}{K}+s .
\]

Subtracting the first from the second removes \(s\):

\[
\frac{L_2}{k_2}-\frac{L_1}{k_1}=\frac{L_2-L_1}{K}
\quad\Rightarrow\quad
K=\frac{L_2-L_1}{L_2/k_2-L_1/k_1}.
\]

With lengths in nm, the ratios \(L/k\) are 2.0000 and 2.6667 nm mK/W, so

\[
K=\frac{100}{2.6667-2.0000}=150\ \text{W/mK}.
\]

The first equation then gives

\[
s=\frac{L_1}{k_1}-\frac{L_1}{K}=2.0000-0.6667=1.3333\ \text{nm mK/W},
\]

which is \(1.33\times10^{-9}\) m\(^2\)K/W. The quantity \(L/k=\Delta T/q\) is the thermal resistance of unit area. It consists of a part \(L/K\) that grows with length and a fixed part \(s\).

If lengths are quoted as \(L'=cL\), while the values of \(k\) are kept, then \(s/L=cs/L'\). The slope becomes \(cs\) and the intercept \(1/K\) is unchanged. Halving every quoted length therefore leaves \(K\) at 150 W/mK.

## Part (b): how long is long enough?

**At what length does \(k\) reach 90 percent of \(K\)? Predict \(k\) at 400 nm. What limit would follow if \(k\) itself, instead of \(1/k\), were taken as linear in \(1/L\)?**

**Answer.** Define \(L_0=sK\), which is \(1.3333\times150=200\) nm. The law becomes

\[
\frac1k=\frac1K\left(1+\frac{L_0}{L}\right)
\quad\Rightarrow\quad
k=\frac{K}{1+L_0/L}.
\]

Setting \(k=fK\) gives \(1+L_0/L=1/f\), hence \(L_0/L=(1-f)/f\) and

\[
L=\frac{f}{1-f}\,L_0 .
\]

For \(f=0.9\) this is \(9\times200=1800\) nm. Both simulated samples are far shorter: they show one third and one half of \(K\). At 400 nm the prediction is \(150/(1+0.5)=100\) W/mK.

The other assumption, \(k=A+B/L\), gives

\[
50=A+0.0100\,B,\qquad 75=A+0.0050\,B ,
\]

with \(B\) in W/mK times nm. Subtraction gives \(B=-5000\), and then \(A=100\) W/mK. This form agrees with the assumed law to first order when \(L\gg L_0\), since then \(k\approx K(1-L_0/L)\). Here \(L_0/L\) is 2 and 1, so the expansion does not apply. The form also gives \(k=0\) at 50 nm and negative values below, whereas the assumed law gives 30 W/mK at 50 nm.

## Part (c): a model that yields the straight line

**Phonons carry energy at speed \(v\) along \(+x\) or \(-x\). They scatter after a mean time \(\tau\), and then leave in either direction with equal chance. The heat capacity per volume is \(C\), taken as constant. Each reservoir absorbs every phonon that arrives and emits thermally. Derive \(k(L)\) and interpret \(s\).**

**Answer.** Let \(u_+\) and \(u_-\) be the energy densities of the two streams. Half of the scatterings reverse the direction, so each stream loses energy to the other at the rate \(u_\pm/2\tau\). In the steady state

\[
v\frac{du_+}{dx}=-\frac{u_+-u_-}{2\tau},\qquad
-v\frac{du_-}{dx}=+\frac{u_+-u_-}{2\tau}.
\]

The minus sign on the left of the second equation comes from the velocity \(-v\). The flux is \(q=v(u_+-u_-)\). Dividing the equations by \(v\) and \(-v\) shows that both streams have the same gradient, so \(q\) is constant along the sample. With the mean free path \(\Lambda=v\tau\),

\[
\frac{du_+}{dx}=\frac{du_-}{dx}=-\frac{q}{2v\Lambda}.
\]

Define the local temperature by \(u_++u_-=CT\). Adding the two gradients gives

\[
C\frac{dT}{dx}=-\frac{q}{v\Lambda}
\quad\Rightarrow\quad
q=-Cv\Lambda\frac{dT}{dx},\qquad K=Cv\Lambda .
\]

A reservoir fixes the stream that leaves it, which holds half the thermal energy density:

\[
u_+(0)=\tfrac12CT_h,\qquad u_-(L)=\tfrac12CT_c .
\]

Follow \(u_+\) to the cold end and subtract \(u_-(L)\):

\[
\frac qv=u_+(L)-u_-(L)=\frac{C\,\Delta T}{2}-\frac{qL}{2v\Lambda}.
\]

Multiplying by \(v\) and collecting the terms in \(q\),

\[
q\left(1+\frac{L}{2\Lambda}\right)=\frac{Cv\,\Delta T}{2}.
\]

Therefore

\[
k=\frac{qL}{\Delta T}=\frac{CvL/2}{1+L/2\Lambda}
=\frac{Cv\Lambda}{1+2\Lambda/L}=\frac{K}{1+2\Lambda/L}.
\]

The third form follows on multiplying numerator and denominator by \(2\Lambda/L\). This is the assumed law, with

\[
L_0=2\Lambda,\qquad s=\frac{L_0}{K}=\frac{2}{Cv}.
\]

The line holds at every length in this model. For the data, \(\Lambda=100\) nm.

The fixed resistance \(s\) sits at the two ends. At \(x=0\), \(u_-(0)=\tfrac12CT_h-q/v\), so \(CT(0)=CT_h-q/v\): the temperature drops by \(q/(Cv)\) on entering the sample. The same drop occurs at the cold end, and together they give \(2q/(Cv)=sq\). The definition of \(k\) matters for this reason. If the flux were divided by the interior gradient instead of \(\Delta T/L\), this model would return \(K\) at every length.

For \(L\ll\Lambda\), nearly all phonons cross without scattering and \(k\to CvL/2\), proportional to length. For \(L\gg\Lambda\), \(k\to K\).

The result can be tested by following individual phonons. The flux is the emitted value \(Cv\,\Delta T/2\) times the fraction \(P\) of phonons that reach the far reservoir, so \(k=K(L/2\Lambda)P\). Random walks of 3 million phonons for each length, with \(\Lambda=100\) nm and \(K=150\) W/mK supplied, give 50.02, 75.03 and 100.03 W/mK at 100, 200 and 400 nm. The formula gives 50, 75 and 100 W/mK.

## Part (d): directions in a flat layer

**In an atomically thin layer the phonon directions fill a circle. Express \(K\) and \(k(L)\) through \(\Lambda\) and the transmitted fraction \(P\). Random walks with a true \(K\) of 150 W/mK and \(\Lambda=127.3\) nm give 48.87 W/mK at 100 nm and 73.54 W/mK at 200 nm. How well does the straight line work?**

**Answer.** Let \(\theta\) be the angle between the velocity and the \(x\) axis, and let each scattering send the phonon in any direction of the circle with equal chance. In a long sample with a small gradient, a phonon arriving at \(x\) last scattered, on average, a distance \(\Lambda\cos\theta\) back along \(x\). The energy density per angle is therefore

\[
u(\theta)=\frac{C}{2\pi}\left(T-\Lambda\cos\theta\,\frac{dT}{dx}\right).
\]

The flux is the integral of \(v\cos\theta\,u(\theta)\) over the circle. The first term integrates to zero, and \(\int_0^{2\pi}\cos^2\theta\,d\theta=\pi\), so

\[
q=-\frac{Cv\Lambda}{2}\frac{dT}{dx},\qquad K=\frac{Cv\Lambda}{2}.
\]

A reservoir emits into the half circle that faces the sample. The difference between the two emitted fluxes is

\[
\frac{Cv\,\Delta T}{2\pi}\int_{-\pi/2}^{\pi/2}\cos\theta\,d\theta=\frac{Cv\,\Delta T}{\pi}.
\]

A fraction \(P\) gets across, which gives

\[
k=\frac{CvL}{\pi}P=K\,\frac{2L}{\pi\Lambda}\,P .
\]

For very short samples \(P\to1\) and \(k\to2KL/(\pi\Lambda)\). The value \(\Lambda=2L_0/\pi=127.3\) nm makes this limit equal to \(KL/L_0\), as in the stream model with \(L_0=200\) nm.

The two-point formula applied to the unrounded walk data gives 148.6 W/mK (the rounded values above give 148.5) with a standard error of 0.4 W/mK, about 1 percent below the true value. The reason can be read from the data. The excess resistance \(L/k-L/K\) is 1.380 nm mK/W at 100 nm and 1.386 nm mK/W at 200 nm, with standard errors of about 0.001 and 0.002 nm mK/W from the finite number of phonons, while its short-sample limit is 1.333 nm mK/W. The straight line requires this excess to be constant, and it is not quite so. Since it grows with length, the line assigns too much resistance to the bulk and too little to the ends. For one mean free path and these two lengths, the spread of directions is a small correction.

## Part (e): many mean free paths

**Suppose that several groups of phonons carry heat side by side, each obeying its own law:**

\[
k=\sum_i\frac{K_i}{1+L_i/L},\qquad K_i,L_i>0 .
\]

**Show on which side of the true limit \(K_{\rm true}=\sum_iK_i\) the two-point result lies. Then find \(K_{\rm true}\) for two groups with \(L_a=50\) nm and \(L_b=1000\) nm that reproduce both data.**

**Answer.** The sum treats the groups as separate channels that exchange no energy. In a real crystal, scattering also passes energy between groups, which changes \(k(L)\), so the sum is a simplifying assumption.

Put \(x=1/L\), \(d_i=1+L_ix\) and \(F(x)=1/k\). Primes denote derivatives with respect to \(x\):

\[
k'=-\sum_i\frac{K_iL_i}{d_i^2},\qquad
k''=2\sum_i\frac{K_iL_i^2}{d_i^3}.
\]

From \(F'=-k'/k^2\) a second differentiation gives

\[
F''=\frac{2(k')^2-k\,k''}{k^3}.
\]

Apply the Cauchy–Schwarz inequality to the numbers \(\sqrt{K_i/d_i}\) and \(\sqrt{K_iL_i^2/d_i^3}\), whose products are \(K_iL_i/d_i^2\):

\[
(k')^2\le\left(\sum_i\frac{K_i}{d_i}\right)\left(\sum_i\frac{K_iL_i^2}{d_i^3}\right)=\frac{k\,k''}{2}.
\]

Hence \(F''\le0\): the curve of \(1/k\) against \(1/L\) is straight or bends downwards. For such a curve the value at a midpoint is at least the mean of the values at the ends. Since \(x_1=2x_2\), the point \(x_2\) is midway between 0 and \(x_1\), so

\[
F(x_2)\ge\tfrac12\left[F(0)+F(x_1)\right]
\quad\Rightarrow\quad
\frac1{K_{\rm true}}=F(0)\le2F(x_2)-F(x_1)=\frac1K .
\]

The last expression is the intercept of the straight line. Thus \(K\le K_{\rm true}\): for noise-free data from this model, the two-point result is a lower bound.

For the two groups, the factors \(1+L_i/L\) are 1.5 and 11 at 100 nm, and 1.25 and 6 at 200 nm:

\[
\frac{K_a}{1.5}+\frac{K_b}{11}=50,\qquad
\frac{K_a}{1.25}+\frac{K_b}{6}=75 .
\]

The first equation gives \(K_a=75-1.5K_b/11\). Inserting this in the second,

\[
60-\frac{1.2}{11}K_b+\frac{K_b}{6}=75
\quad\Rightarrow\quad
0.05758\,K_b=15 .
\]

So \(K_b=260.5\) W/mK, \(K_a=39.5\) W/mK and \(K_{\rm true}=300\) W/mK, twice the straight-line value. The long-path group would carry most of the heat in a long sample, but at 100 nm it supplies \(260.5/11=23.7\) W/mK, less than half of the total.

Two points cannot reveal this, because a straight line passes through any two points. At 400 nm the groups give \(39.5/1.125+260.5/3.5=109.5\) W/mK, against 100 W/mK from the line. A third length can separate the two cases if the data are accurate enough.

## Part (f): statistical error

**Each datum has an independent relative standard error of 5 percent. What range of \(K\) follows from the straight line? Could a run at 400 nm with the same error detect the two groups of part (e)?**

**Answer.** Write the relative errors of \(k_1\) and \(k_2\) as \(\varepsilon_1\) and \(\varepsilon_2\). To first order \(1/k_i\) changes by \(-\varepsilon_i/k_i\), so

\[
\delta\!\left(\frac1K\right)=\frac{-(L_2/k_2)\varepsilon_2+(L_1/k_1)\varepsilon_1}{L_2-L_1}.
\]

Independent errors add in squares. If both have standard error \(r\), the relative error of \(1/K\) is

\[
r\,\frac{K}{L_2-L_1}\sqrt{\left(\frac{L_2}{k_2}\right)^2+\left(\frac{L_1}{k_1}\right)^2}
=r\,\frac{150}{100}\sqrt{2.6667^2+2.0000^2}=5r .
\]

The extrapolation multiplies the error by five, because \(1/K\) is a small difference of larger numbers. For \(r=5\) percent, \(1/K\) is uncertain by 25 percent. Inverting the ends of its range gives

\[
\frac{150}{1.25}=120\ \text{W/mK}\quad\text{to}\quad\frac{150}{0.75}=200\ \text{W/mK}.
\]

The range is lopsided because equal steps in \(1/K\) are unequal steps in \(K\).

At 400 nm the line predicts \(1/k_3=1.5/k_2-0.5/k_1=0.0100\) mK/W. Its error is \(r\sqrt{0.0200^2+0.0100^2}=0.0011\) mK/W, and the new datum adds about 0.0005 mK/W, in squares 0.0012 mK/W. The two-group value is \(1/109.5=0.0091\) mK/W, a gap of 0.0009 mK/W. The gap is smaller than the error, so the run would not decide the matter. A gap of three standard errors requires \(r\) near 1 percent in all three data.

## Part (g): classical vibrations and a real layer

**Classical dynamics gives each harmonic vibration the heat capacity \(k_B\). Find the quantum correction for a 30 meV vibration at 300 K, and compare the model with heat flow along MoS\(_2\) layers.**

**Answer.** The mean thermal energy of a quantum vibration, without its constant zero-point part, is \(\hbar\omega/(e^y-1)\) with \(y=\hbar\omega/k_BT\). Since \(dy/dT=-y/T\), its temperature derivative is

\[
c=\frac{\hbar\omega\,e^y}{(e^y-1)^2}\,\frac yT
=k_B\frac{y^2e^y}{(e^y-1)^2}
=k_B\left[\frac{y/2}{\sinh(y/2)}\right]^2 .
\]

Here \(y=1.160\) and \(c/k_B=0.895\). The ratio tends to 1 for small \(y\) and falls as \(y\) grows. With speeds and mean free paths held fixed, classical dynamics therefore overstates the contribution of this vibration to \(K\) by about 12 percent of the quantum value, and that of softer vibrations by less. Quantum statistics also changes the scattering times, which this estimate leaves out.

The energy of 30 meV is a rough value for the top of the acoustic branches of MoS\(_2\). Its conductivity along the layers is roughly 100 W/mK near room temperature, so 150 W/mK is of the right size, though the inputs were not fitted to the material. One assumption that a real layer breaks is that of a single mean free path. In the example of part (e), giving it up moves \(K\) from 150 to 300 W/mK; the size of this change depends on the groups chosen and is not an estimate for MoS\(_2\). In a device, heat may also leave through the substrate, which the model omits.

Take a 100 nm channel described by the model data, without such losses, in which all the heat enters from one reservoir of the kind assumed here and leaves into the other. The relevant conductivity is then \(k=50\) W/mK, and using \(K=150\) W/mK at the same flux would understate the temperature difference by a factor of three. In a working transistor heat is also generated inside the channel, so the flux varies along it and this factor does not carry over.

## Table of computed values

```
Input lengths L1, L2: 100, 200 nm
Input conductivities k1, k2: 50, 75 W/mK
1/L1, 1/L2: 0.0100, 0.0050 1/nm
1/k1, 1/k2: 0.020000, 0.013333 mK/W
L1/k1, L2/k2: 2.0000, 2.6667 nm mK/W
Slope of the line: 1.3333 nm mK/W
Intercept 1/K: 0.006667 mK/W
Extrapolated conductivity K: 150.00 W/mK
Length L0: 200.0 nm
Length for 90 percent of K: 1800 nm
Wrong limit from k linear in 1/L: 100.0 W/mK
Line prediction at 400 nm: 100.0 W/mK
Two-stream mean free path: 100.0 nm
Phonons per random walk run: 3000000
Two-stream walk, k at 100 nm: 50.02 W/mK
Two-stream walk, k at 200 nm: 75.03 W/mK
Two-stream walk, k at 400 nm: 100.03 W/mK
Two-stream walk, extrapolated K: 150.1 W/mK
Flat-layer mean free path: 127.3 nm
Flat-layer true K (input): 150.0 W/mK
Flat-layer walk, k at 100 nm: 48.87 W/mK
Flat-layer walk, k at 200 nm: 73.54 W/mK
Flat-layer walk, extrapolated K: 148.6 W/mK
Standard error of that K: 0.4 W/mK
Flat-layer extrapolation error: -1.0 percent
Two-group L0 values: 50, 1000 nm
Two-group K parts: 39.5, 260.5 W/mK
Two-group true K: 300.0 W/mK
Two-group k at 400 nm: 109.5 W/mK
Error amplification, formula: 5.000 (no unit)
Error amplification, sampled: 5.009 (no unit)
Assumed error of each datum: 5 percent
Resulting error of 1/K: 25.0 percent
One-sigma range of K: 120.0 to 200.0 W/mK
Temperature: 300 K
Vibration energy (rough): 30 meV
Vibration energy over kB T: 1.160 (no unit)
Quantum/classical heat capacity: 0.895 (no unit)
```
